# Thermal penetration depth in silicon heated at 10 MHz

**Question.** The surface of a thick piece of silicon is heated by a power that oscillates at 10 MHz. The thermal diffusivity is 0.88 cm²/s. How deep does the temperature oscillation reach, how does this depth change with frequency and diffusivity, and how far can the estimate be trusted in a real measurement?

**Answer.**

## What is being estimated

An oscillating temperature has no sharp front. Its amplitude falls smoothly with depth, so a "penetration depth" needs a definition. Here it is the depth $L$ at which the amplitude has dropped to $1/e$ of its surface value.

The simplest model has heat flowing straight down from a uniformly heated flat surface. The silicon is much thicker than $L$, its properties are constant, and it obeys Fourier's law: the heat flux is $-\kappa\,\partial T/\partial z$, where $\kappa$ is the conductivity and $z$ the depth.

Dimensions already fix the scaling. The diffusivity $D$ has units of length squared per time, and the only other quantity that can set the decay in this model is the angular frequency $\omega=2\pi f$. The depth must therefore be a number times $\sqrt{D/\omega}$. The heat equation supplies the number.

## From energy balance to the depth

Let $C$ be the heat capacity per volume. A slice between $z$ and $z+dz$ warms at a rate set by the flux entering minus the flux leaving:

$$C\,\frac{\partial T}{\partial t}=-\frac{\partial}{\partial z}\left(-\kappa\frac{\partial T}{\partial z}\right)=\kappa\frac{\partial^2T}{\partial z^2}.$$

Division by $C$ gives

$$\frac{\partial T}{\partial t}=D\frac{\partial^2T}{\partial z^2},\qquad D=\frac{\kappa}{C}.$$

The equation is linear, so the oscillation can be treated separately from any steady heating. Write the oscillating part as $\mathrm{Re}[\theta(z)e^{i\omega t}]$. The time derivative becomes a factor $i\omega$, and

$$\theta''=q^2\theta,\qquad q^2=\frac{i\omega}{D}.$$

Since $(1+i)^2=2i$, the square root with positive real part is

$$q=(1+i)\sqrt{\frac{\omega}{2D}}=\frac{1+i}{L},\qquad L=\sqrt{\frac{2D}{\omega}}=\sqrt{\frac{D}{\pi f}}.$$

The general solution combines $e^{-qz}$ and $e^{qz}$. The second grows with depth and is dropped for thick silicon. If the flux entering the surface is $F_0\cos\omega t$, then $-\kappa\theta'(0)=\kappa q\,\theta(0)=F_0$, so

$$\theta(z)=\frac{F_0}{\kappa q}\,e^{-z/L}e^{-iz/L}.$$

The first exponential is the decay, which confirms that $L$ is the $1/e$ depth. The second is a phase lag of one radian for each length $L$. The factor $1/q$ contains $1/(1+i)$, whose phase is $-45^\circ$: the surface temperature lags the flux by an eighth of a period.

## The number

In micrometres, $0.88\ \mathrm{cm^2/s}=0.88\times10^{8}\ \mathrm{\mu m^2/s}$. Hence

$$L^2=\frac{0.88\times10^{8}}{\pi\times10^{7}}\ \mathrm{\mu m^2}=2.80\ \mathrm{\mu m^2},\qquad L=1.67\ \mathrm{\mu m}.$$

The penetration depth is about 1.7 µm, or 1700 nm.

A direct solution in time supports this. The heat equation was stepped forward from a uniform temperature, with an oscillating surface flux, on a grid of 0.05 µm cells reaching 30 µm deep. The response in the twelfth period was resolved into its amplitude and phase. Over the first 5 µm the decay length and the phase length both came out as 1.674 µm, and the surface lag as 45.00°. This tests the solution of the heat equation, not whether the heat equation suits silicon at this scale.

## What the depth means

At $z=L$, 37 % of the surface amplitude remains. The amplitude falls to 1 % at $L\ln100=7.7$ µm. Material a few micrometres down therefore still takes part, though weakly and late.

The same exponential governs the oscillating heat content. Below depth $z$, the heat stored per area has the complex amplitude

$$\int_z^\infty C\theta\,dz'=\frac{CF_0}{\kappa q^2}e^{-qz}=\frac{F_0}{i\omega}e^{-qz},$$

where $\kappa q^2=i\omega C$ was used. At $z=0$ this is $F_0/(i\omega)$, the time integral of the incoming flux, as energy conservation requires. At $z=L$ its magnitude is again 37 % of the total.

Another length in use is $\sqrt{D/\omega}=L/\sqrt2=1.18$ µm. It describes the same temperature profile with a different marker, so a quoted depth should come with its definition.

## Scaling with frequency and diffusivity

From $L\propto D^{1/2}f^{-1/2}$, small changes obey

$$\frac{\delta L}{L}=\frac12\frac{\delta D}{D}-\frac12\frac{\delta f}{f}.$$

A 10 % error in diffusivity thus gives only a 5 % error in depth. With $D$ fixed, reducing the frequency fourfold to 2.5 MHz doubles the depth to 3.35 µm. The reason is that the typical distance diffused grows as the square root of the time available.

The frequency in the formula is that of the heating power. If a sinusoidal current at frequency $f$ heats a resistor of constant resistance, the power is proportional to

$$\cos^2\omega t=\tfrac12(1+\cos2\omega t).$$

Its oscillating part is at $2f$. A 10 MHz current therefore produces a 20 MHz thermal oscillation, with a depth of 1.18 µm. This equals the value of $\sqrt{D/\omega}$ above because both carry a factor $1/\sqrt2$, but here the physical profile really is shallower.

## When the silicon is not thick

Suppose the silicon is a layer of thickness $d$ with an insulated back. The growing exponential must now be kept. The combination with zero slope at $z=d$ is $\cosh[q(d-z)]$, and matching the surface flux gives

$$\theta(z)=\frac{F_0}{\kappa q}\,\frac{\cosh[q(d-z)]}{\sinh(qd)}.$$

At the surface the thick-silicon result is multiplied by

$$\coth(qd)=\frac{1+e^{-2qd}}{1-e^{-2qd}}\approx1+2e^{-2qd}\qquad(d\gg L).$$

The exponent contains $2d$ because the disturbance must travel to the back and return. For $d=7.7$ µm, $e^{-2d/L}=10^{-4}$, and the surface hardly senses the back.

In the opposite limit, $d\ll L$, $\cosh[q(d-z)]\to1$ and $\sinh(qd)\to qd$. Then

$$\theta\to\frac{F_0}{\kappa q^2d}=\frac{F_0}{i\omega Cd}.$$

The whole layer oscillates together, limited by its heat capacity. The length $L$ still follows from $D$ and $f$, but it is no longer the depth of a decaying profile.

## A measurement with a film and a laser spot

In a thermoreflectance measurement, a modulated laser heats a thin metal film on the silicon, and the change in the film's reflectivity reveals its temperature. Take an absorbed power $P(1+\cos\omega t)$ with $P=10$ mW, and a Gaussian spot whose intensity falls to $1/e^2$ at radius $w=10$ µm. The peak flux amplitude is

$$F_0=\frac{2P}{\pi w^2}=6.37\ \mathrm{kW/cm^2}.$$

With a rough heat capacity of 1.65 J/(cm³ K), the conductivity is $\kappa=DC=145$ W/(m K). If this flux entered the silicon directly and uniformly, the surface amplitude would be

$$|\theta(0)|=\frac{F_0}{\kappa|q|}=\frac{F_0L}{\sqrt2\,\kappa}=0.52\ \mathrm K.$$

**The film.** Let the film have thickness $h=80$ nm and a rough heat capacity $C_f=2.4$ J/(cm³ K). It is taken to be uniform in temperature through its thickness, with amplitude $\theta_f$. Heat passes into the silicon through an interface of conductance $G=100$ MW/(m² K), also a rough value. If $F_s$ is the flux amplitude entering the silicon,

$$i\omega C_fh\,\theta_f=F_0-F_s,\qquad F_s=G[\theta_f-\theta(0)],\qquad F_s=\kappa q\,\theta(0).$$

The last two relations give $\theta_f=F_s[1/G+1/(\kappa q)]$. Substitution into the first yields

$$\frac{F_s}{F_0}=\frac{1}{1+i\omega C_fh\left[1/G+1/(\kappa q)\right]}.$$

The magnitude is 0.92 and the phase is $-10^\circ$. The film stores part of the oscillating heat and delays the rest. It does not alter the equation inside the silicon, so the decay there keeps the same $L$. A numerical solution of the film and silicon together, with uniform heating, gave 1.674 µm again.

**The finite spot.** Heat also spreads sideways. Here the film is left out and the Gaussian flux enters the silicon directly. For a small surface source of power amplitude $p$, the temperature depends only on the distance $R$ from it, and the heat equation becomes $(R\theta)''=q^2(R\theta)$. The decaying solution is $\theta=Ae^{-qR}/R$. The power crossing a very small hemisphere is $2\pi\kappa A$, so $A=p/(2\pi\kappa)$.

Now add the rings of the spot. On the axis at depth $z$, a ring of radius $r$ lies at distance $R=\sqrt{r^2+z^2}$, so $r\,dr=R\,dR$ and

$$\theta(z)=\frac{F_0}{\kappa}\int_0^\infty e^{-2r^2/w^2}\frac{e^{-qR}}{R}\,r\,dr
=\frac{F_0}{\kappa}e^{2z^2/w^2}\int_z^\infty e^{-2R^2/w^2-qR}\,dR.$$

Completing the square,

$$\frac{2R^2}{w^2}+qR=\left(\frac{\sqrt2R}{w}+\frac{qw}{2\sqrt2}\right)^2-\frac{q^2w^2}{8}.$$

Take the bracket as the new variable, and let $u=\sqrt2z/w+qw/(2\sqrt2)$ be its value at $R=z$. Because $u^2=2z^2/w^2+qz+q^2w^2/8$, the factors outside the integral combine into $e^{u^2-qz}$, and

$$\theta(z)=\frac{F_0w}{\kappa}\sqrt{\frac{\pi}{8}}\;e^{-qz}\,e^{u^2}\mathrm{erfc}(u),$$

where $\mathrm{erfc}(u)=(2/\sqrt\pi)\int_u^\infty e^{-s^2}ds$.

For a spot much wider than $L$, $|u|$ is large and $e^{u^2}\mathrm{erfc}(u)\approx1/(\sqrt\pi u)$. Then

$$\frac{\theta(z)}{\theta(0)}\approx\frac{e^{-qz}}{1+4z/(qw^2)}.$$

With $1/q=L(1-i)/2$, the small term in the denominator is $(1-i)\,2zL/w^2$. To first order only its real part changes the magnitude, so the decay rate becomes $1/L+2L/w^2$. The depth is therefore

$$L_{\rm spot}\approx L\left(1-\frac{2L^2}{w^2}\right).$$

The predicted reduction is $2\times2.80/100=5.6\,\%$. Solving the full expression for the $1/e$ point gives 1.58 µm, also 5.6 % below the one-dimensional value. At fixed spot size this correction grows as $1/f$ when the frequency is lowered, as long as $L\ll w$.

**Steady heating and temperature of use.** The mean power raises the temperature at the spot centre. Setting $q=0$ and $z=0$ makes $u=0$ and $\mathrm{erfc}(0)=1$, so

$$\Delta T=\frac{F_0w}{\kappa}\sqrt{\frac{\pi}{8}}=\frac{P}{\sqrt{2\pi}\,\kappa w}=2.75\ \mathrm K.$$

Near and above room temperature the diffusivity of silicon falls on heating. A rough law $D\propto T^{-1.7}$, suited to the range from 300 to 400 K, gives $L\propto T^{-0.85}$. Starting from 300 K, a uniform rise of this size would shorten $L$ by only 0.8 %. Operation at 400 K matters much more: $D$ becomes 0.54 cm²/s, and at 10 MHz the depth is 1.31 µm, 22 % less than at 300 K.

## The weak point: long phonon paths

Fourier's law assumes that heat carriers scatter many times within the distance over which the temperature changes. In silicon the carriers are mainly phonons with a broad range of free paths, some comparable with $L$.

To gauge the consequence, suppose that paths shorter than $\Lambda$ supply a fraction $\Lambda/(\Lambda+\Lambda_0)$ of the conductivity. The median path is given the rough value $\Lambda_0=1$ µm. The share carried by paths longer than $L$ is then

$$\frac{\Lambda_0}{L+\Lambda_0}=\frac{1}{2.67}=37\,\%.$$

As a crude sensitivity estimate, drop the conductivity of all phonons whose paths exceed the resulting depth $L_c$, while keeping the full heat capacity. Since depth squared is proportional to conductivity,

$$L_c^2=L^2\frac{L_c}{L_c+\Lambda_0}
\quad\Longrightarrow\quad L_c^2+\Lambda_0L_c-L^2=0.$$

The positive root is

$$L_c=\frac{-\Lambda_0+\sqrt{\Lambda_0^2+4L^2}}{2}=1.25\ \mathrm{\mu m},$$

which is 26 % below the Fourier value. This is neither a corrected prediction nor a bound. The dropped phonons still carry heat, some of it beyond $L$, and the true profile need not be a single exponential. The estimate also leaves out the extra temperature drop that long-path phonons cause close to the heated surface. That drop can make the $1/e$ depth, which is measured from the surface value, much smaller still. In a relaxation-time Boltzmann treatment of the same path distribution, with the heat deposited in the short-path phonons, the decay length between 2 and 4 µm is close to $L_c$. The $1/e$ depth measured from the surface, however, falls to roughly 0.5–0.9 µm, depending on how the shortest paths are treated. The cut-off figure thus gauges the slope of the profile inside the silicon, while the depth counted from the surface value is open to a change of a factor of two or more in this model.

For $L\gg\Lambda_0$ the root approaches $L-\Lambda_0/2$. The relative shift is then $\Lambda_0/(2L)$, which decreases as $\sqrt f$ when the frequency is lowered. Under uniform heating, lower frequencies therefore favour Fourier's law. At fixed spot size they increase the sideways spreading, and once $L$ exceeds $w$ the spot radius becomes the length to compare with the free paths, so lowering the frequency further no longer reduces the departure from Fourier's law.

The difficulty is one of distance, not of slow response. At a rough sound speed of 6 km/s, a phonon crosses the median path in a time $\tau$ with $\omega\tau=0.010$, a small fraction of the cycle.

## How the estimate applies to real samples

The diffusivity used here is typical of lightly doped bulk silicon near room temperature. Heavy doping lowers the diffusivity, and the value for the doped material should then be used. Scattering at the surfaces of thin silicon layers also hinders heat flow, by an amount that depends on thickness and direction, so a single $D$ may not describe such a layer. In a layer much thinner than $L$, the profile is set by what lies behind it. With an insulated back the whole layer oscillates almost uniformly, whereas with a back held at constant temperature the amplitude falls almost linearly to zero across the layer. In neither case is $L$ the $1/e$ depth. For the bulk example at 300 K, the largest of the neglected effects estimated here is that of long phonon paths, at about a quarter of $L$ in the crude cut-off model, against about 6 % for the finite spot. That quarter leaves out the extra temperature drop near the heated surface, which in the same path model can cut the depth measured from the surface value by half or more, so it is not an upper limit. The figure of 1.7 µm is thus best taken as the scale of the depth at 10 MHz. The depth at which the real temperature amplitude falls to $1/e$ of its surface value may be markedly smaller. The values of the diffusive and cut-off models are collected in the numerical output below.

## Calculated quantities

```
Diffusivity D: 0.88 cm^2/s
Heating frequency f: 10 MHz
Angular frequency omega: 6.283e+07 rad/s
D/(pi f): 2.801 um^2
Penetration depth L: 1.674 um = 1674 nm
Depth from time stepping: 1.674 um
Phase length from time stepping: 1.674 um
Surface phase from time stepping: -45.00 deg
Other convention sqrt(D/omega): 1.183 um
Amplitude left at depth L: 36.8 %
Depth where 1 % is left: 7.71 um
Depth at 2.5 MHz, formula: 3.347 um
Depth at 2.5 MHz, time stepping: 3.347 um
Depth at 20 MHz, formula: 1.183 um
Depth at 20 MHz, time stepping: 1.183 um
Heat capacity of silicon (rough): 1.65 J/(cm^3 K)
Conductivity D*C: 145 W/(m K)
Spot radius w: 10 um
Mean absorbed power: 10 mW
Peak flux amplitude F0: 6.37 kW/cm^2
Surface amplitude, wide-spot model: 0.519 K
Surface amplitude, Gaussian spot: 0.515 K
Film thickness: 80 nm
Film heat capacity (rough): 2.4 J/(cm^3 K)
Interface conductance (rough): 100 MW/(m^2 K)
Flux fraction entering silicon: 0.921
Phase of that flux: -10.1 deg
Depth in silicon below film, numerical: 1.674 um
On-axis depth for the spot: 1.580 um
Change of depth from spot size: -5.6 %
Steady temperature rise at centre: 2.75 K
Temperature exponent n of D (rough): 1.7
Change of depth from steady rise: -0.77 %
Diffusivity at 400 K: 0.54 cm^2/s
Depth at 400 K: 1.31 um
Change of depth at 400 K: -22 %
Median phonon free path (rough): 1.0 um
Heat share of paths longer than L: 37 %
Depth with long paths cut off: 1.25 um
Change of depth from cut-off: -26 %
Sound speed (rough): 6 km/s
omega times flight time over median path: 0.010
```
